# When a surface-bound two-electron wave has the one-electron shape

## Question

A molecule fixed on an electrode exists in three oxidation states, O, S and R, linked by

$$
\mathrm{O}+e^-\rightleftharpoons \mathrm{S}\quad(E_1),\qquad
\mathrm{S}+e^-\rightleftharpoons \mathrm{R}\quad(E_2),
$$

where $E_1$ and $E_2$ are formal potentials. The potential $E$ is swept upwards at the rate $v$, and oxidation current is positive. The total coverage $\Gamma$ is constant, molecules do not interact with one another, and the populations obey the Nernst equation at every instant. The charging baseline has been subtracted. Use

$$
f=\frac{F}{RT},\quad \Delta=E_1-E_2,\quad E_m=\frac{E_1+E_2}{2},\quad
u=f(E-E_m),\quad s=e^{f\Delta/2}.
$$

**(a)** Find the populations and the mean number $N$ of electrons removed from a molecule, counted from R.

**(b)** Find the current density.

**(c)** Two waves have the same shape if they differ at most in height and in position on the potential axis. Find every value of $\Delta$ at which the wave has the shape of a reversible surface-bound one-electron wave at the same temperature. Evaluate it at 25 °C.

**(d)** Explain the result for a molecule with two one-electron sites. Treat unequal sites and interacting sites too. Does the shape prove that the sites are equivalent and independent?

**(e)** Find the full width at half height of a single-peaked wave, and show that it determines $\Delta$. When does the peak split?

**(f)** A dilute monolayer carries tethered molecules, each with two equivalent ferrocene-type groups. Take $\Gamma=1.0\times10^{-11}$ mol/cm², $v=0.10$ V/s, and a 1.0 mol/L aqueous 1:1 salt at 25 °C. Find the charge and the peak current density for ideal sites. Then estimate the effects of a finite rate constant $k_0=100$ s⁻¹, of the charge of the layer, of repulsion between sites 1.5 nm apart, and of a resistance of 10 Ω cm². The film capacitance is 3.0 µF/cm² and the relative permittivity of water is taken as 78.

## Model answers

### (a) Populations

The Nernst equations for the two steps are

$$
\frac{[\mathrm O]}{[\mathrm S]}=e^{f(E-E_1)},\qquad
\frac{[\mathrm S]}{[\mathrm R]}=e^{f(E-E_2)}.
$$

Since $E_1=E_m+\Delta/2$ and $E_2=E_m-\Delta/2$, the exponents are $u-f\Delta/2$ and $u+f\Delta/2$. Hence

$$
\frac{[\mathrm O]}{[\mathrm S]}=\frac{e^u}{s},\qquad
\frac{[\mathrm S]}{[\mathrm R]}=s\,e^u .
$$

Their product is $[\mathrm O]/[\mathrm R]=e^{2u}$, so the populations are in the ratio

$$
[\mathrm R]:[\mathrm S]:[\mathrm O]=1:s\,e^u:e^{2u}.
$$

The parameter $s$ is the weight of the intermediate state at $E=E_m$, relative to either end state. S has lost one electron and O has lost two, so

$$
N=\frac{s e^u+2e^{2u}}{1+s e^u+e^{2u}}
=\frac{s+2e^u}{2\cosh u+s},
$$

where numerator and denominator were multiplied by $e^{-u}$. Subtracting 1 shows the symmetry about $E_m$:

$$
N-1=\frac{2e^u-2\cosh u}{2\cosh u+s}
=\frac{2\sinh u}{2\cosh u+s}.
$$

### (b) Current density

The charge removed per unit area is $F\Gamma N$. With $du/dt=fv$,

$$
j=F\Gamma\frac{dN}{dt}=F\Gamma f v\,y(u),\qquad y(u)=\frac{dN}{du}.
$$

The quotient rule gives

$$
y=\frac{2\cosh u\,(2\cosh u+s)-4\sinh^2u}{(2\cosh u+s)^2}.
$$

The numerator is $4(\cosh^2u-\sinh^2u)+2s\cosh u$, and therefore

$$
y(u)=\frac{4+2s\cosh u}{(2\cosh u+s)^2}.
$$

The function is even. Its area is $N(\infty)-N(-\infty)=2$ for every $s$: the separation redistributes the charge along the potential axis without changing its amount.

### (c) The required separation

For a one-electron couple the oxidized fraction is $\theta=1/(1+e^{-u})$, with $u$ measured from its own formal potential. Its dimensionless current is

$$
\frac{d\theta}{du}=\theta(1-\theta)=\frac{1}{2+2\cosh u}
=\frac14\operatorname{sech}^2\frac u2,
$$

because $1+\cosh u=2\cosh^2(u/2)$. The area of this curve is 1.

Suppose that the two-electron wave has this shape, with a free height factor $C$ and a free position $u_0$:

$$
y(u)=\frac C4\operatorname{sech}^2\frac{u-u_0}{2}\quad\text{for all }u.
$$

The areas must agree, so $C=2$. The left side is even, while the right side is symmetric only about its single maximum at $u_0$, so $u_0=0$. At the centre,

$$
y(0)=\frac{4+2s}{(2+s)^2}=\frac{2}{2+s}=\frac{C}{4}=\frac12,
$$

which requires $s=2$. No other value can work. It remains to show that this value gives agreement at every potential and not merely at the centre. Setting $s=2$,

$$
y(u)=\frac{4(1+\cosh u)}{4(1+\cosh u)^2}=\frac1{1+\cosh u}
=2\times\frac14\operatorname{sech}^2\frac u2 .
$$

The condition is thus both necessary and sufficient. From $e^{f\Delta/2}=2$,

$$
\boxed{\Delta^*=E_1-E_2=\frac{2RT}{F}\ln2}.
$$

At 25 °C, $RT/F=25.693$ mV, so

$$
\Delta^*=2(25.693\ \text{mV})(0.6931)=35.62\ \text{mV}=0.03562\ \text{V}.
$$

The sign matters: $E_1$ lies 17.81 mV above the mean and $E_2$ lies 17.81 mV below it. On reduction, the first electron is taken up at the more positive formal potential. As a separate check, the Nernst equations were solved numerically and $\Delta$ was varied between −100 and +100 mV to minimize the difference between the two shapes, each scaled to its own peak. The minimum fell at 35.62 mV.

The wave has the one-electron shape but not the one-electron charge. Its area and its peak are twice those of a one-electron layer of equal coverage, at the same scan rate and temperature.

### (d) What the separation means

**Equivalent independent sites.** Let each site have the formal potential $E_0$. Relative to the fully reduced molecule, oxidation of one site has the weight $e^{f(E-E_0)}$. Summing over both sites gives

$$
Z=\left(1+e^{f(E-E_0)}\right)^2
=1+2e^{f(E-E_0)}+e^{2f(E-E_0)}.
$$

Comparison with part (a) gives $E_m=E_0$ and $s=2$. The factor 2 counts the two ways of having one site oxidized. Each site produces an ordinary one-electron wave at $E_0$, and the two identical waves add. The formal potentials of the molecule differ although those of the sites do not, because $E_1$ and $E_2$ refer to S as a whole, which contains two arrangements.

At the mean potential the populations R : S : O are 1 : 2 : 1, so half of the molecules are in state S. At any potential,

$$
\frac{[\mathrm S]^2}{[\mathrm O][\mathrm R]}=\frac{s^2e^{2u}}{e^{2u}}=s^2=4 .
$$

If instead $\Delta=0$, then $s=1$ and the three states are equally populated at $E_m$. That is less S than independent equivalent sites would give, and the wave is narrower.

**Unequal independent sites.** Let the site potentials be $E_a$ and $E_b$, with $d=E_a-E_b$ and mean $E_m$. The two singly oxidized arrangements have the weights $e^{u-fd/2}$ and $e^{u+fd/2}$. Their sum is $2e^u\cosh(fd/2)$, so

$$
s=2\cosh\frac{fd}{2}\ge2,\qquad
\Delta=\frac2f\ln\!\left(2\cosh\frac{fd}{2}\right)\ge\Delta^* .
$$

Equality holds only at $d=0$. For $f|d|\gg1$ the hyperbolic cosine approaches $e^{f|d|/2}/2$, and $\Delta$ approaches $|d|$: the statistical term disappears when one arrangement of S dominates.

**Interacting equivalent sites.** Let the doubly oxidized state cost an extra energy $ew$, with $w$ in volts and positive for repulsion. Its weight becomes $e^{2f(E-E_0)-fw}$. To write this as $e^{2u}$ we must take $u=f(E-E_0-w/2)$. The weight of S is then

$$
2e^{f(E-E_0)}=2e^{fw/2}e^u,
$$

so $s=2e^{fw/2}$ and

$$
\Delta=\Delta^*+w .
$$

Repulsion increases the separation and attraction reduces it.

**What the shape proves.** It proves $s=2$ within the stated model, and no more. If the sites are unequal and also interact, the same steps give $s=2\cosh(fd/2)e^{fw/2}$. An attraction $w=-(2/f)\ln\cosh(fd/2)$ restores $s=2$ for any $d$. A molecule without two distinct sites could also happen to have this separation.

Temperature can help to distinguish these cases. The required separation is proportional to $T$ and grows by 0.1195 mV/K. Equivalent independent sites follow this law automatically, since their separation is entropic. A separation that does not vary in this way meets the condition at one temperature and leaves it at others. The departure is small, however. For unequal sites compensated by a fixed attraction at 25 °C, heating by 40 K moves $\Delta-\Delta^*$ by about −0.9 mV for $d=30$ mV and −4 mV for $d=100$ mV.

### (e) Width and splitting

Let $c=\cosh u_h$, where $\pm u_h$ are the half-height points. For a single peak at the centre, half the height is $y(0)/2=1/(2+s)$. Therefore

$$
\frac{4+2sc}{(2c+s)^2}=\frac1{2+s}.
$$

Cross-multiplication gives

$$
8+4s+4sc+2s^2c=4c^2+4sc+s^2,
$$

and the terms $4sc$ cancel:

$$
4c^2-2s^2c+s^2-4s-8=0 .
$$

At $c=1$ the left side equals $-(s+2)^2$, which is negative. Hence 1 lies between the two roots, and the larger root is the only one that can be a hyperbolic cosine:

$$
c=\frac{s^2+\sqrt{s^4-4s^2+16s+32}}{4},\qquad
W=\frac2f\operatorname{arcosh}c .
$$

To see how the width varies, differentiate the quadratic with respect to $s$:

$$
\frac{dc}{ds}=\frac{4sc-2s+4}{8c-2s^2}.
$$

The denominator is twice the square root above and is positive. The numerator is positive because $c>1$. Thus $W$ increases steadily with $s$, and so with $\Delta$. In the single-peaked range one width corresponds to one separation. The determination is sharp only where $W$ changes quickly: $dW/d\Delta$ is about 0.44 at $\Delta=0$, 0.12 at $-60$ mV and 0.035 at $-120$ mV. For strongly negative $\Delta$ a width error of 1 mV therefore leaves the separation uncertain by tens of millivolts.

At $s=2$ the root is $c=3$, and $W=90.58$ mV. The derivative there is $dc/ds=24/16=3/2$. Since $dW/dc=(2/f)/\sqrt{c^2-1}$ and $ds/d\Delta=fs/2=f$,

$$
\left.\frac{dW}{d\Delta}\right|_{\Delta^*}
=\frac{2}{f\sqrt8}\cdot\frac32\cdot f=\frac3{\sqrt8}=1.061 .
$$

A width error of 1 mV near this point therefore becomes an error of about 0.94 mV in the separation.

**Strongly cooperative limit.** When $\Delta$ is large and negative, $s\to0$ and S vanishes. Then $y\to\operatorname{sech}^2u$ and $c\to\sqrt2$. The identity $\cosh2a=2\cosh^2a-1$ turns $\cosh a=\sqrt2$ into $\cosh2a=3$, so this width is half of the one-electron width, or 45.29 mV. The peak value is $y(0)=1$, twice its value at $s=2$. At $\Delta=-120$ mV the width is 47.06 mV, already close to the limit. At $\Delta=0$ it is 65.45 mV, and at $+60$ mV it is 124.04 mV.

**Splitting.** Now let $c=\cosh u$ at any point of the wave. Differentiation gives

$$
\frac{dy}{dc}=\frac{2s(2c+s)-4(4+2sc)}{(2c+s)^3}
=\frac{2(s^2-8-2sc)}{(2c+s)^3}.
$$

Away from the centre, a maximum can occur only at

$$
\cosh u=\frac{s^2-8}{2s}.
$$

This exceeds 1 when $(s-4)(s+2)>0$, that is, when $s>4$. For $s\le4$ the current falls on both sides of the centre. The peak therefore splits when

$$
\Delta>\frac{2RT}{F}\ln4=71.23\ \text{mV},
$$

which is twice $\Delta^*$. At the threshold the single peak is 143.82 mV wide.

Beyond it, the peaks are closer together than the formal potentials. Indeed, the peak condition reads $\cosh u=s/2-4/s$, whereas a peak at $E_1$ would need $u=\ln s$ and $\cosh u=s/2+1/(2s)$, which is larger. For $\Delta=100$ mV the peaks are 89.28 mV apart. The two distances approach each other as $s$ grows.

### (f) The monolayer

For equivalent, independent sites $s=2$ and $y(0)=1/2$. The charge and the peak current density are

$$
q=2F\Gamma=1.930\ \mu\text{C/cm}^2,
$$

$$
j_p=\frac{F\Gamma f v}{2}
=\frac{0.965\ \mu\text{C/cm}^2}{2}\times\frac{0.10\ \text{V/s}}{0.025693\ \text{V}}
=1.88\ \mu\text{A/cm}^2 .
$$

Each neglected effect is now estimated separately, with the others switched off.

**Finite rate.** For a transfer coefficient of one half, the oxidized fraction $\theta$ of a site obeys

$$
\frac{d\theta}{dt}=k_0\left[e^{u/2}(1-\theta)-e^{-u/2}\theta\right]
=2k_0\cosh\frac u2\,(\theta_{eq}-\theta).
$$

Let $\varepsilon=fv/(2k_0)=0.0195$. To first order in $\varepsilon$, $\theta=\theta_{eq}-\varepsilon\operatorname{sech}(u/2)\,\theta_{eq}'$. Differentiating,

$$
\frac{d\theta}{du}=\frac14\left[\operatorname{sech}^2\frac u2
-\varepsilon\frac{d}{du}\operatorname{sech}^3\frac u2\right]
\approx\frac14\left[1-\frac{u^2}{4}+\frac{3\varepsilon u}{4}\right]
$$

near the centre. The maximum is at $u=3\varepsilon/2$, so the peak moves by $3v/(4k_0)=0.75$ mV in the scan direction. Numerical integration of the rate equation gives the same shift and a width of 90.59 mV. The width hardly changes because the first-order correction is odd in $u$. Here $k_0$ is the standard rate constant of one site. The step R → S has the rate constant $2k_0e^{u/2}$ and its reverse has $k_0e^{-u/2}$; the two are equal at $E_2$, where $e^u=1/2$, and both are then $\sqrt2\,k_0$. If 100 s⁻¹ is instead the standard rate constant of the steps at $E_1$ and $E_2$, the shift is larger by $\sqrt2$, or 1.06 mV.

**Charge of the layer.** Assume that no oxidized site is paired with an anion, and place the charge $q\theta$ at the film surface. The Debye length is 0.303 nm, and the linear diffuse-layer capacitance is $C_d=\epsilon/\lambda_D=227.8$ µF/cm². The surface charge sees this capacitance in parallel with the film capacitance $C_f$. Up to a constant, the surface potential is

$$
\phi=\alpha E+V_q\theta,\quad
\alpha=\frac{C_f}{C_f+C_d}=0.0130,\quad
V_q=\frac{q}{C_f+C_d}\approx8.4\ \text{mV}.
$$

The sites respond to $E-\phi$. Hence, again up to a constant,

$$
E=\frac{f^{-1}\ln[\theta/(1-\theta)]+V_q\theta}{1-\alpha}.
$$

As oxidation proceeds, the layer's own positive charge opposes further oxidation. In this model the wave spreads to about 101 mV. About 1.2 mV of this broadening comes from the factor $1/(1-\alpha)$ alone and remains even as $q\to0$. The model smears the charge evenly over the surface, and its linear capacitance is crude when the Debye length is comparable with the size of an ion. At this coverage the molecules are on average $(N_A\Gamma)^{-1/2}\approx4$ nm apart, where $N_A$ is the Avogadro constant. That is many Debye lengths, so the salt screens them from one another better than a smeared charge suggests. The part of the broadening due to $V_q$ is therefore overestimated for this dilute layer, provided that the sites are in direct contact with the bulk electrolyte. The model has no compact layer between the sites and the ions. A compact layer of 30 to 90 µF/cm² in series with $C_d$ would raise the smeared $V_q$ to roughly 65 to 30 mV, and even discrete, randomly placed charges could then contribute several millivolts. It would also raise $\alpha$ to about 0.10 to 0.04, which alone broadens the wave by about 10 to 4 mV.

**Repulsion within the molecule.** In water without salt screening,

$$
w=\frac{e}{4\pi\epsilon r}\approx12\ \text{mV},
$$

and the width becomes about 106 mV. For point charges in bulk electrolyte the Debye factor $e^{-r/\lambda_D}$ reduces both $w$ and the broadening to about 0.1 mV. At the surface of a low-permittivity film the value is two to three times larger, and it reaches about 1 to 5 mV if a 0.3 nm ion-free layer of relative permittivity 10 to 30 separates the sites from the ions (for a film permittivity of 2.3 to 5 at the given $C_f$). A layer of permittivity near 3 raises it to roughly 6 to 20 mV. The unscreened value is not an upper bound, since surroundings of lower permittivity would increase it.

**Resistance and charging.** The ohmic drop due to the peak faradaic current is $j_pR_A=0.019$ mV, where $R_A=10$ Ω cm². With the charging current below it is 0.022 mV, and it is negligible. The two capacitances in series draw 0.296 µA/cm², or 15.8 % of the peak faradaic current. This baseline must be subtracted before the width is read. In the layer-charge model the electrode charge $C_f(E-\phi)$ also falls as $\theta$ rises, so the wave left after subtraction carries $(1-\alpha)q=1.905$ µC/cm², and with the broadening its peak is about 1.69 µA/cm².

**Comparison with real layers.** The model resembles dilute ferrocene-terminated alkanethiol films on gold. The capacitance and the rate constant are rough typical values, and the rate constant varies by orders of magnitude with tether length. The coverage is deliberately low: dense ferrocene layers hold roughly a few times $10^{-10}$ mol/cm². Even a tenfold higher coverage would give $V_q\approx84$ mV in the linear formula, beyond $RT/F$, where that formula is no longer reliable. Anion pairing acts the other way by removing net charge. A paired site is neutral and responds to $E$ rather than to $E-\phi$, so strong pairing removes the broadening due to $\alpha$ as well as that due to $V_q$. Which assumption is most at risk depends on the layer: the absence of interactions when coverage is high or screening is weak, and fast electron transfer when the rate constant is small. For the numbers used here, the smeared-charge model adds about 10 mV to the width, and unscreened site repulsion adds about 15 mV. Both effects are much smaller in 1.0 mol/L salt at this low coverage if the sites are exposed to the electrolyte, apart from the 1.2 mV due to $\alpha$, which persists for unpaired sites. Sites buried under a compact or low-permittivity layer are screened far less well.

If a broadening of 10 mV were misread as a larger separation, the width formula of part (e) would give an error of about 9 mV in $\Delta$. For example, $\Delta=25$ mV with the smeared charge above gives a width of 90.65 mV. A width near 90.6 mV thus supports $\Delta\approx35.6$ mV only if such broadening is small or has been corrected for, and only if the wave is known to carry both electrons: a one-electron couple, or one peak of a wave split by more than about 250 mV, has practically the same width. The values used here are collected in the numerical output.

## Computed values

```
Temperature: 298.15 K
RT/F: 25.693 mV
Special separation E1-E2: 35.62 mV
Separation found by shape search: 35.62 mV
Each potential from the mean: 17.81 mV
S fraction at the mean potential: 0.500 (no unit)
Width at special separation: 90.58 mV
Width at E1-E2 = -120 mV: 47.06 mV
Width at E1-E2 = 0 mV: 65.45 mV
Width at E1-E2 = 60 mV: 124.04 mV
Width slope dW/d(E1-E2): 1.061 mV/mV
Separation where peak splits: 71.23 mV
Width at splitting: 143.82 mV
Peak distance at E1-E2 = 100 mV: 89.28 mV
Coverage: 1.0e-11 mol/cm2
Scan rate: 0.10 V/s
Charge of the wave: 1.930 uC/cm2
Peak current density: 1.878 uA/cm2
Rate constant: 100 1/s
Kinetic peak shift: 0.750 mV
Width with finite rate: 90.59 mV
Salt concentration: 1.0 mol/L
Relative permittivity: 78 (no unit)
Debye length: 0.303 nm
Film capacitance: 3.0 uF/cm2
Diffuse-layer capacitance: 227.8 uF/cm2
Potential of full layer charge: 8.36 mV
Film share of capacitance: 1.30 %
Width with layer charge: 100.79 mV
Site distance: 1.5 nm
Site repulsion, unscreened: 12.31 mV
Width with unscreened repulsion: 105.59 mV
Site repulsion, screened: 0.087 mV
Width with screened repulsion: 90.67 mV
Resistance: 10 ohm cm2
Ohmic drop at peak: 0.0188 mV
Charging current density: 0.296 uA/cm2
Charging over peak current: 15.8 %
Special separation per kelvin: 0.1195 mV/K
```
